# Auger amplitude with the Møller interaction: radial reduction and imaginary part: a numerical check

```python
# Auger amplitude a+b -> c+d (d continuum) with the Moller operator, atomic units:
# I(k)=(1-alpha1.alpha2)exp(ik r12)/r12, k=(E_x-E_c)/c, x=a (direct), x=b (exchange).
# Under test: <(cd)Jt|I|(ab)Jt>=sum_J A_J T_J, A_J=phase*6j*C_J(ca)*C_J(db),
#  electric T=(2J+1)R_J[W;W]+R_{J-1}[Em;Em]/J+R_{J+1}[Ep;Ep]/(J+1),
#  magnetic T=-(2J+1)(ka+kc)(kb+kd)R_J[V;V]/(J(J+1)), R_L kernel ik j_L(kr<)h_L(kr>),
#  W=PP+QQ, U=PQ-QP, V=PQ+QP, Em=dk*V-J*U, Ep=dk*V+(J+1)*U, dk=kappa(bra)-kappa(ket);
# gauge invariance on shell; Im M = real transverse photon exchange; Gamma=2pi sum|M|^2.
# Orbitals psi=(P Om_kappa, iQ Om_-kappa)/r, point-nucleus Dirac-Coulomb. j2,m2,J2 are doubled.
import numpy as np, mpmath as mp
from functools import lru_cache
from math import pi, sqrt, factorial, log
from scipy.constants import fine_structure, physical_constants
from scipy.special import spherical_jn as jn, spherical_yn as yn, lpmv, eval_legendre
from scipy.integrate import quad, solve_ivp
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j, clebsch_gordan
c = 1/fine_structure
EV = physical_constants['Hartree energy in eV'][0]
half = lambda a: [Rational(x, 2) for x in a]
tj = lru_cache(None)(lambda *a: float(wigner_3j(*half(a))))
sj = lru_cache(None)(lambda *a: float(wigner_6j(*half(a))))
@lru_cache(None)
def cg(j1, m1, j2, m2, j, m):
    if abs(m1) > j1 or abs(m2) > j2: return 0.0
    return float(clebsch_gordan(*half((j1, j2, j, m1, m2, m))))

# propagator by quadrature, and partial-wave expansion of the kernel
k0, r0 = 2.0, 1.3
for eta0 in (0.1, 1e-3):
    z = k0**2+1j*eta0; val = 0
    for part, u in ((np.real, 1), (np.imag, 1j)):
        val += u*quad(lambda q: part(q/(q*q-z))*np.sin(q*r0), 0, 10, points=[k0], limit=500)[0]
        val += u*quad(lambda q: part(q/(q*q-z)), 10, np.inf, weight='sin', wvar=r0)[0]
    val *= 2/(pi*r0)
    assert abs(val-np.exp(1j*np.sqrt(z)*r0)/r0) < 1e-6
assert abs(val-np.exp(1j*k0*r0)/r0) < 1e-3
r1, r2, cs, k0 = 0.4, 0.9, 0.3, 3.0
r12 = sqrt(r1*r1+r2*r2-2*r1*r2*cs)
sm = sum((2*L+1)*k0*jn(L, k0*r1)*(1j*jn(L, k0*r2)-yn(L, k0*r2))*eval_legendre(L, cs) for L in range(41))
assert abs(sm-np.exp(1j*k0*r12)/r12) < 1e-10

class Orb:
    def __init__(s, name, kap, E, P, Q):
        s.name, s.kap, s.E, s.P, s.Q = name, kap, E, P, Q
        s.j2 = 2*abs(kap)-1; s.l = kap if kap > 0 else -kap-1

class Ion:
    def __init__(s, Z):
        t = np.linspace(log(1e-6), log(75.), 7001)
        s.Z, s.h, s.r, s.bc, s.cc, s.ex = Z, t[1]-t[0], np.exp(t)/Z, {}, {}, {}
    def cum(s, f):  # cumulative trapezoid in ln r with Euler-Maclaurin correction
        g = f*s.r; d = np.gradient(g, s.h, edge_order=2)
        return np.concatenate(([0], np.cumsum(g[1:]+g[:-1])))*s.h/2-s.h**2/12*(d-d[0])
    def tot(s, f): return s.cum(f)[-1]
    def dbl(s, in1, out1, in2, out2): return s.tot(out2*s.cum(in1)+out1*s.cum(in2))
    def bes(s, L, k):
        if (L, k) not in s.bc:
            r = s.r
            if k == 0: s.bc[L, k] = (r**L, r**(-L-1.)/(2*L+1))
            else: s.bc[L, k] = (jn(L, k*r), k*(1j*jn(L, k*r)-yn(L, k*r)))
        return s.bc[L, k]
    def R(s, L, k, X, Y):
        f, g = s.bes(L, k); return s.dbl(X*f, X*g, Y*f, Y*g)
    def series(s, kap, E, lam, nmax):
        ze = s.Z/c; g = sqrt(kap*kap-ze*ze); A, B = (E+c*c)/c, (E-c*c)/c
        a, b = [1.0], [(g+kap)/ze]
        for n in range(1, nmax+1):
            S, T = lam*a[-1]+A*b[-1], lam*b[-1]-B*a[-1]; det = n*(n+2*g)
            a.append(((n+g-kap)*S+ze*T)/det); b.append(((n+g+kap)*T-ze*S)/det)
        return g, a, b
    def bound(s, name, n, kap):
        ze = s.Z/c; nr = n-abs(kap)
        E = c*c/sqrt(1+(ze/(nr+sqrt(kap*kap-ze*ze)))**2); lam = sqrt((c*c-E)*(c*c+E))/c
        g, a, b = s.series(kap, E, lam, nr+1)
        assert (abs(a[-1])+abs(b[-1]))/lam < 1e-8*(abs(a[-2])+abs(b[-2]))  # series terminates
        e = s.r**g*np.exp(-lam*s.r)
        P, Q = e*np.polyval(a[-2::-1], s.r), e*np.polyval(b[-2::-1], s.r)
        N = sqrt(s.tot(P*P+Q*Q)); return Orb(name, kap, E, P/N, Q/N)
    def cont(s, kap, E):
        key = (kap, round(E, 7))
        if key in s.cc: return s.cc[key]
        r, ze = s.r, s.Z/c; A, B = (E+c*c)/c, (E-c*c)/c; p = sqrt(A*B); eta = ze*E/(c*p)
        g, a, b = s.series(kap, E, 0.0, 40); i0 = int(np.searchsorted(r, 0.5/s.Z)); x = r[:i0+1]
        P, Q = x**g*np.polyval(a[::-1], x), x**g*np.polyval(b[::-1], x)
        N = np.hypot(P[-1], Q[-1]); P, Q = P/N, Q/N
        rhs = lambda x, y: [-kap*y[0]/x+(A+ze/x)*y[1], kap*y[1]/x-(B+ze/x)*y[0]]
        y = solve_ivp(rhs, (r[i0], r[-1]), [P[-1], Q[-1]], method='DOP853', t_eval=r[i0:], rtol=1e-12, atol=1e-14).y
        P, Q = np.concatenate((P[:-1], y[0])), np.concatenate((Q[:-1], y[1]))
        an = sqrt(A/(pi*c*p))+0j; bn = 1j*p*an/A; hP, hQ, q = an, bn, B/(1j*p)
        for n in range(1, 26):  # asymptotic series of the outgoing solution
            S = -(1j*eta-(n-1)+kap)*an+ze*bn
            Mx = [[1j*p, -A], [-ze+q*(1j*eta-n+kap), -(1j*eta-n-kap)-q*ze]]
            an, bn = np.linalg.solve(np.array(Mx), np.array([S, 0j]))
            hP += an/r[-1]**n; hQ += bn/r[-1]**n
        C = np.linalg.solve([[hP.real, -hP.imag], [hQ.real, -hQ.imag]], [P[-1], Q[-1]])
        P, Q = P/np.hypot(*C), Q/np.hypot(*C)
        for x in (0.3, 10.0):  # independent check: confluent hypergeometric closed form
            i = int(np.searchsorted(r, x/s.Z)); zz = 2*p*r[i]
            H = zz**g*mp.exp(pi*eta/2)*abs(mp.gamma(g+1+1j*eta))/mp.gamma(2*g+1)*abs(mp.hyp1f1(g+1+1j*eta, 2*g+1, 1j*zz))
            assert abs(pi*c*p*(P[i]**2/A+Q[i]**2/B)/float(H)**2-1) < 1e-7
        s.cc[key] = Orb('e%d_%.5f' % key, kap, E, P, Q); return s.cc[key]

def dens(x, y): return x.P*y.P+x.Q*y.Q, x.P*y.Q-x.Q*y.P, x.P*y.Q+x.Q*y.P
def redC(x, y, J): return (-1)**((x.j2+1)//2)*sqrt((x.j2+1)*(y.j2+1))*tj(x.j2, y.j2, 2*J, -1, 1, 0)
def tamp(ion, x, y, J, k):
    W, U, V = dens(x, y); dk = x.kap-y.kap
    return ion.tot((J+1)*(dk*V-J*U)*ion.bes(J-1, k)[0]-J*(dk*V+(J+1)*U)*ion.bes(J+1, k)[0])

def pair(ion, cc, d, a, b, J2, k, mode, rec=None):
    # modes: F Moller, C Coulomb gauge, B0 Coulomb+static Breit, coul, scal (retarded scalar), imf, dip
    r = ion.r; W1, U1, V1 = dens(cc, a); W2, U2, V2 = dens(d, b)
    d1, d2 = cc.kap-a.kap, d.kap-b.kap; kv = 0 if mode == 'B0' else k; out = 0j
    for J in range(max(abs(cc.j2-a.j2), abs(d.j2-b.j2))//2, min(cc.j2+a.j2, d.j2+b.j2)//2+1):
        A = (-1)**((a.j2+d.j2+J2)//2)*sj(J2, d.j2, cc.j2, 2*J, a.j2, b.j2)*redC(cc, a, J)*redC(d, b, J)
        T = []
        if (cc.l+a.l+J) % 2:
            if J == 0 or mode in ('coul', 'scal', 'dip'): continue
            f = -(2*J+1)*(a.kap+cc.kap)*(b.kap+d.kap)/(J*(J+1))
            if mode == 'imf': j = ion.bes(J, k)[0]; T.append(('', f*k*ion.tot(V1*j)*ion.tot(V2*j)))
            else: T.append(('magnetic VV', f*ion.R(J, kv, V1, V2)))
        elif mode == 'imf':
            if J: T.append(('', k*tamp(ion, cc, a, J, k)*tamp(ion, d, b, J, k)/(J*(J+1)*(2*J+1))))
        elif mode == 'dip':
            if J == 1: T.append(('', -2/3*k**3*ion.tot(W1*r)*ion.tot(W2*r)))
        else:
            T.append(('scalar WW', (2*J+1)*ion.R(J, k if mode in ('F', 'scal') else 0, W1, W2)))
            if mode in ('F', 'C', 'B0'):
                if J: T.append(('EmEm', ion.R(J-1, kv, d1*V1-J*U1, d2*V2-J*U2)/J))
                T.append(('EpEp', ion.R(J+1, kv, d1*V1+(J+1)*U1, d2*V2+(J+1)*U2)/(J+1)))
            if mode in ('C', 'B0'):
                pw = lambda n: (r**float(n), n*r**(n-1.))
                if mode == 'C':
                    f, g = ion.bes(J, k); jp = jn(J, k*r, True)
                    ker = [((2*J+1)/k**2, (f, k*jp), (g, k*k*(1j*jp-yn(J, k*r, True)))), (-1/k**2, pw(J), pw(-J-1))]
                else: ker = [(-0.5/(2*J+3), pw(J+2), pw(-J-1)), (0.5/(2*J-1), pw(J), pw(1-J))]
                D1 = lambda f: -f[1]*U1+d1*f[0]*V1/r
                D2 = lambda f: -f[1]*U2+d2*f[0]*V2/r
                T.append(('', -sum(w*ion.dbl(D1(f), D1(g), D2(f), D2(g)) for w, f, g in ker)))
        for lab, v in T:
            out += A*v
            if rec is not None: rec.append((lab, J, A, v))
    return out
def amp(ion, cc, d, a, b, J2, mode, sc=1.0):
    N = 1/sqrt(2) if a is b else 1.0
    return N*(pair(ion, cc, d, a, b, J2, sc*(a.E-cc.E)/c, mode)
              - (-1)**((a.j2+b.j2-J2)//2)*pair(ion, cc, d, b, a, J2, sc*(b.E-cc.E)/c, mode))

# brute force: explicit four-spinors and Dirac matrices on an angular grid
xg, wg = np.polynomial.legendre.leggauss(8)
ct, ph, wt = np.repeat(xg, 16), np.tile(np.arange(16)*pi/8, 8), np.repeat(wg, 16)*pi/8
rh = np.array([np.sqrt(1-ct**2)*np.cos(ph), np.sqrt(1-ct**2)*np.sin(ph), ct])
nv = np.array([np.sqrt(1-xg**2), 0*xg, xg])
PL = np.array([eval_legendre(L, np.clip(rh.T@rh, -1, 1)) for L in range(5)], complex)
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
Gam = np.array([np.eye(4)]+[np.kron([[0, 1], [1, 0]], x) for x in sig]); met = np.array([1., -1, -1, -1])
def Y(l, m):
    if abs(m) > l: return 0j*ct
    y = sqrt((2*l+1)/(4*pi)*factorial(l-abs(m))/factorial(l+abs(m)))*lpmv(abs(m), l, ct)*np.exp(1j*abs(m)*ph)
    return y if m >= 0 else (-1)**abs(m)*y.conj()
def Om(kap, m2):
    l = kap if kap > 0 else -kap-1
    return [cg(2*l, m2-s, 1, s, 2*abs(kap)-1, m2)*Y(l, (m2-s)//2) for s in (1, -1)]
def parts(kap, m2): o = 0j*ct; return np.array([Om(kap, m2)+[o, o], [o, o]+[1j*x for x in Om(-kap, m2)]])
@lru_cache(None)
def cur(kx, mx, ky, my): return np.einsum('sap,mab,tbp->stmp', parts(kx, mx).conj(), Gam, parts(ky, my))*wt
def state(x, y, J2):
    D = {}
    for m in range(-x.j2, x.j2+1, 2):
        w = cg(x.j2, m, y.j2, -m, J2, 0)
        for key, s in (((x, m, y, -m), 1), ((y, -m, x, m), -1)): D[key] = D.get(key, 0)+s*w
    N = sqrt(sum(v*v for v in D.values())); return {q: v/N for q, v in D.items() if abs(v) > 1e-12}
def fourier(ion, x, y, k):
    if k not in ion.ex: ion.ex[k] = np.exp(-1j*k*np.outer((nv.T@rh).ravel(), ion.r[::4]))
    X = np.array([(u*v*ion.r)[::4]*4*ion.h for u in (x.P, x.Q) for v in (y.P, y.Q)], complex)
    return (X@ion.ex[k].T).reshape(2, 2, 8, -1)
def brute(ion, cc, d, a, b, J2):
    ang, F, full, trans = {}, {}, 0, 0
    for f, wf in state(cc, d, J2).items():
        for i, wi in state(a, b, J2).items():
            (m1, m2), (x, n1, y, n2) = ((f[1], f[3]), i) if f[0] is cc else ((f[3], f[1]), i[2:]+i[:2])
            k = (x.E-cc.E)/c; c1, c2 = cur(cc.kap, m1, x.kap, n1), cur(d.kap, m2, y.kap, n2)
            pot = (c1.reshape(16, -1)@PL).reshape(5, 2, 2, 4, -1)
            ang[x, y] = ang.get((x, y), 0)+wf*wi*np.einsum('lstmp,uvmp,m->lstuv', pot, c2, met)
            if (x, y) not in F: F[x, y] = (fourier(ion, cc, x, k), fourier(ion, d, y, k).conj())
            A, B = np.einsum('stmp,stnp->mn', c1, F[x, y][0]), np.einsum('stmp,stnp->mn', c2, F[x, y][1])
            full += wf*wi*k/2*np.sum(wg*(met@(A*B)))
            trans -= wf*wi*k/2*np.sum(wg*((A[1:]*B[1:]).sum(0)-(nv*A[1:]).sum(0)*(nv*B[1:]).sum(0)))
    M = 0
    for (x, y), t in ang.items():
        for L, s, u, v, w in zip(*np.nonzero(abs(t) > 1e-12)):
            M += t[L, s, u, v, w]*(2*L+1)*ion.R(int(L), (x.E-cc.E)/c, (cc.P, cc.Q)[s]*(x.P, x.Q)[u], (d.P, d.Q)[v]*(y.P, y.Q)[w])
    return M, full, trans
def shell(Z):
    ion = Ion(Z); return ion, [ion.bound(*q) for q in (('1s', 1, -1), ('2s', 2, -1), ('2p1', 2, 1), ('2p3', 2, -2))]
def widthE1(ion, cc, a):
    k = (a.E-cc.E)/c; return 2*k*redC(cc, a, 1)**2*tamp(ion, cc, a, 1, k)**2/(6*(a.j2+1))

Z = 82; ion, (s1, s2, p1, p3) = shell(Z)
print('Z = %d, c = %.6f a.u., alpha*Z = %.6f' % (Z, c, Z/c))
for o in (s1, s2, p1, p3): print('binding %s = %.4f Eh' % (o.name, c*c-o.E))
print('k(2s->1s) = k(2p1->1s) = %.6f, k(2p3->1s) = %.6f 1/bohr' % ((s2.E-s1.E)/c, (p3.E-s1.E)/c))
d0 = ion.cont(1, s2.E+p1.E-s1.E); k1 = (s2.E-s1.E)/c
assert abs(ion.tot(dens(s1, s2)[0])) < 1e-8 and abs(ion.tot(dens(d0, p1)[0])) < 1e-8
print('(2s2p1)J=0 -> 1s ep1/2 terms: A_J, T (Eh^1/2)')
for lab, a, b in (('dir', s2, p1), ('exc', p1, s2)):
    rec = []; v = pair(ion, s1, d0, a, b, 0, k1, 'F', rec)
    for n, J, A, t in rec: print(' %s J=%d %s: A=%.5f T=%.6e %+.6ei' % (lab, J, n, A, t.real, t.imag))
    print(' %s sum = %.6e %+.6ei Eh^1/2' % (lab, v.real, v.imag))
print(' E1 t(1s,2p1) = %.6e, t(ep1/2,2s) = %.6e Eh^-1/2' % (tamp(ion, s1, p1, 1, k1), tamp(ion, d0, s2, 1, k1)))
worst = 0
for lab, a, b, J2, kaps in (('(2s2p1)0', s2, p1, 0, (1,)), ('(2s2p1)1', s2, p1, 2, (1, -2)),
                            ('(2s2p3)2', s2, p3, 4, (-2, 3)), ('(2p3^2)2', p3, p3, 4, (2, -3))):
    E = a.E+b.E-s1.E; G = np.zeros(4)
    print('%s: kinetic energy = %.4f Eh' % (lab, E-c*c))
    for kap in kaps:
        d = ion.cont(kap, E); f = lambda m, sc=1.0: amp(ion, s1, d, a, b, J2, m, sc)
        M, Mc, Mb = f('F'), f('coul').real, f('B0').real; scale = abs(M)+abs(Mc)+abs(Mb)
        Mx, full, trans = brute(ion, s1, d, a, b, J2)
        assert abs(M-Mx) < 1e-9*scale
        assert abs(full-M.imag) < 1e-6*scale and abs(trans-M.imag) < 1e-6*scale
        assert abs(f('imf')-M.imag) < 1e-6*scale
        gd = abs(f('C')-M)/scale; worst = max(worst, gd); assert gd < 1e-6
        assert abs((4*f('C', 1/40).real-f('C', 1/20).real)/3-Mb) < 1e-5*scale
        G += 2*pi*np.array([Mc**2, Mb**2, M.real**2, abs(M)**2])
        print(' kappa=%+d M: Coul %.5e Breit0 %.5e Moller %.5e %+.5ei Eh^1/2' % (kap, Mc, Mb, M.real, M.imag))
    print(' Gamma: Coul %.5f Breit0 %.5f ReMoller %.5f Moller %.5f eV' % tuple(G*EV))
    print(' Gamma(Moller) = %.6e Eh; Im share = %.4f %%' % (G[3], 100*(1-G[2]/G[3])))
    if J2 == 0: ratio82 = abs(M.imag/M.real)
print('largest relative on-shell gauge difference = %.0e' % worst)
# gauge difference off shell and with the wrong frequency, against the commutator prediction
for lab, d, a, b, J2, k in (('electron energy raised by 0.1 omega', ion.cont(1, d0.E+0.1*c*k1), p1, s2, 0, k1),
                            ('k(2s->1s) used on 2p3->1s leg', ion.cont(-2, s2.E+p3.E-s1.E), p3, s2, 4, k1)):
    f = lambda m: pair(ion, s1, d, a, b, J2, k, m)
    diff = f('F')-f('C'); pred = (1-(a.E-s1.E)*(d.E-b.E)/(c*k)**2)*(f('scal')-f('coul'))
    assert abs(diff-pred) < 1e-6*abs(f('F')) and abs(diff) > 1e-4*abs(f('F'))
    print('%s: |F-C|/|F| = %.4e' % (lab, abs(diff/f('F'))))
print('E1 radiative widths: 2p1->1s %.4f eV, 2p3->1s %.4f eV' % (widthE1(ion, s1, p1)*EV, widthE1(ion, s1, p3)*EV))
rat = []
for Zl in (2, 4):
    io, (a1, a2, b1, b3) = shell(Zl); d = io.cont(1, a2.E+b1.E-a1.E)
    M = amp(io, a1, d, a2, b1, 0, 'F'); dp = amp(io, a1, d, a2, b1, 0, 'dip').real
    gr = widthE1(io, a1, b3)/((2/3)**8*Zl**4/c**3); rat.append(abs(M.imag/M.real))
    assert abs(M.imag/dp-1) < 20*(Zl/c)**2 and abs(gr-1) < 10*(Zl/c)**2
    print('Z=%d: |Im/Re| = %.4e, Im/dipole = %.5f, E1 width/nonrel = %.5f' % (Zl, rat[-1], M.imag/dp, gr))
slope = log(rat[1]/rat[0])/log(2); assert abs(slope-3) < 0.05
print('(2s2p1)0: dln|Im/Re|/dlnZ = %.4f; |Im/Re| at Z=82 = %.4f' % (slope, ratio82))
print('all good')
```

It prints:

```
Z = 82, c = 137.035999 a.u., alpha*Z = 0.598383
binding 1s = 3733.0456 Eh
binding 2s = 957.6812 Eh
binding 2p1 = 957.6812 Eh
binding 2p3 = 860.2016 Eh
k(2s->1s) = k(2p1->1s) = 20.252812, k(2p3->1s) = 20.964155 1/bohr
(2s2p1)J=0 -> 1s ep1/2 terms: A_J, T (Eh^1/2)
 dir J=0 scalar WW: A=1.00000 T=3.440954e-02 +5.936016e-05i
 dir J=0 EpEp: A=1.00000 T=-2.346619e-03 -5.936016e-05i
 dir J=1 magnetic VV: A=-0.33333 T=-2.810264e-02 -7.502581e-06i
 dir sum = 4.143047e-02 +2.500860e-06i Eh^1/2
 exc J=1 scalar WW: A=-0.33333 T=4.386595e-02 +4.570864e-03i
 exc J=1 EmEm: A=-0.33333 T=-5.739253e-02 -1.433437e-02i
 exc J=1 EpEp: A=-0.33333 T=-7.588264e-03 +1.013390e-05i
 exc sum = 7.038281e-03 +3.251123e-03i Eh^1/2
 E1 t(1s,2p1) = -5.635650e-01, t(ep1/2,2s) = 5.127156e-03 Eh^-1/2
(2s2p1)0: kinetic energy = 1817.6831 Eh
 kappa=+1 M: Coul 2.04341e-02 Breit0 4.78379e-02 Moller 4.84688e-02 +3.25362e-03i Eh^1/2
 Gamma: Coul 0.07139 Breit0 0.39127 ReMoller 0.40166 Moller 0.40347 eV
 Gamma(Moller) = 1.482710e-02 Eh; Im share = 0.4486 %
(2s2p1)1: kinetic energy = 1817.6831 Eh
 kappa=+1 M: Coul 2.81866e-02 Breit0 3.11671e-02 Moller 3.12865e-02 +1.08287e-03i Eh^1/2
 kappa=-2 M: Coul 9.76233e-03 Breit0 -3.75455e-03 Moller -3.13796e-03 -3.62228e-03i Eh^1/2
 Gamma: Coul 0.15213 Breit0 0.16849 ReMoller 0.16904 Moller 0.17148 eV
 Gamma(Moller) = 6.301943e-03 Eh; Im share = 1.4251 %
(2s2p3)2: kinetic energy = 1915.1628 Eh
 kappa=-2 M: Coul 9.27445e-03 Breit0 1.45039e-02 Moller 1.29834e-02 +3.55050e-03i Eh^1/2
 kappa=+3 M: Coul 0.00000e+00 Breit0 1.71673e-03 Moller 1.83619e-03 +1.24283e-06i Eh^1/2
 Gamma: Coul 0.01471 Breit0 0.03647 ReMoller 0.02940 Moller 0.03155 eV
 Gamma(Moller) = 1.159547e-03 Eh; Im share = 6.8308 %
(2p3^2)2: kinetic energy = 2012.6424 Eh
 kappa=+2 M: Coul 1.12201e-02 Breit0 7.16483e-03 Moller 6.97155e-03 -7.86805e-04i Eh^1/2
 kappa=-3 M: Coul 1.52281e-02 Breit0 1.74304e-02 Moller 1.83678e-02 -1.33315e-03i Eh^1/2
 Gamma: Coul 0.06117 Breit0 0.06072 ReMoller 0.06599 Moller 0.06640 eV
 Gamma(Moller) = 2.440232e-03 Eh; Im share = 0.6170 %
largest relative on-shell gauge difference = 2e-12
electron energy raised by 0.1 omega: |F-C|/|F| = 4.1193e-02
k(2s->1s) used on 2p3->1s leg: |F-C|/|F| = 4.4550e-02
E1 radiative widths: 2p1->1s 19.4483 eV, 2p3->1s 16.8717 eV
Z=2: |Im/Re| = 7.1274e-06, Im/dipole = 1.00006, E1 width/nonrel = 0.99995
Z=4: |Im/Re| = 5.6559e-05, Im/dipole = 1.00023, E1 width/nonrel = 0.99980
(2s2p1)0: dln|Im/Re|/dlnZ = 2.9883; |Im/Re| at Z=82 = 0.0671
all good
```
